# Pseudopotential errors in configuration energy differences, from Janak's theorem, part 2

A pseudopotential (PS) generated at a reference configuration $f^0$ is compared with the all-electron atom (AE) as valence occupations $f_i$ change. Both are spherical, spin-unpolarised, nonrelativistic Kohn–Sham atoms in the local density approximation (LDA), in Hartree atomic units. Shell $i$, of angular momentum $l$, has normalised radial orbital $u_i(r)$ and eigenvalue $\varepsilon_i$; $\rho=\sum_if_iu_i^2$ and $n_{\rm tot}=(\rho+\rho_c)/4\pi r^2$, with $\rho_c$ zero or a fixed core density (PS only).

Janak's theorem, $\partial E/\partial f_k=\varepsilon_k$, holds for both. With $\delta\varepsilon_i=\varepsilon_i^{\rm PS}-\varepsilon_i^{\rm AE}$, the error (PS minus AE) in the energy change along a path $f(\lambda)$ from $f^a=f(0)$ is path-independent:

$$\delta(\lambda)=\int_0^\lambda\sum_i\frac{df_i}{d\lambda'}\,\delta\varepsilon_i(f(\lambda'))\,d\lambda' .$$

On a straight path the integrand is $G(\lambda)=\Delta f\cdot\delta\varepsilon(f^a+\lambda\Delta f)$.

**Section 5.** The pseudo-orbitals $\tilde u_i$ of the screened potential $V_l^{\rm scr}$ have the AE eigenvalues at $f^0$. With $\tilde\rho^0=\sum_if_i^0\tilde u_i^2$ and Hartree and exchange-correlation potentials $v_H$, $v_{xc}$, unscreening gives

$$V_l^{\rm ion}=V_l^{\rm scr}-v_H[\tilde\rho^0]-v_{xc}[\tilde\rho^0+\rho_c].$$

(d) the path starts at $f^0$, the unscreening is consistent with the functional, and every level with $\Delta f_i\ne0$ was matched at $f^0$.

Under (d), $G(0)=0$, with or without norm conservation.

**Section 6.** With $D=\eta^{\rm PS}-\eta^{\rm AE}$ at $f^0$,

$$\delta(\lambda)=\lambda\,\Delta f\cdot\delta\varepsilon(f^0)+\tfrac12\lambda^2\,\Delta f^{T}D\,\Delta f+O(\lambda^3).$$

For $\delta=a_2\lambda^2+a_3\lambda^3+a_4\lambda^4+\dots$, the midpoint estimate of $\delta(1)$ is $G(\tfrac12)$, the end-point estimate $\tfrac12G(1)$, and Simpson's combination $\tfrac23G(\tfrac12)+\tfrac13\cdot\tfrac12G(1)$. Between $f^a=f^0+a$ and $f^b=f^0+b$,

$$\delta_{a\to b}=\tfrac12\,b^TDb-\tfrac12\,a^TDa+\text{cubic terms},$$

and the straight-path integrand starts at approximately $(b-a)^TDa$.

**Section 7.** The hardness $\eta_{ij}=\partial\varepsilon_i/\partial f_j$ has a frozen-orbital part and a relaxation part:

$$\eta_{ij}=\langle u_i^2|K|u_j^2\rangle+\langle u_i^2|K\chi K|u_j^2\rangle,\qquad\chi=(1-\chi_0K)^{-1}\chi_0,$$

$$K(r,r')=\frac1{r_>}+\frac{f_{xc}(n_{\rm tot}(r))}{4\pi r^2}\,\delta(r-r'),$$

$$\chi_0(r,r')=\sum_i2f_i\sum_{m\ne i}\frac{u_i(r)u_m(r)\,u_i(r')u_m(r')}{\varepsilon_i-\varepsilon_m}.$$

Here $r_>=\max(r,r')$, $f_{xc}=dv_{xc}/dn$, and $m$ runs over all states of the same $l$ as $i$; for AE, $i$ includes core shells.

## 8. What norm conservation controls

Let $R$ be a radius beyond which the screened PS and AE potentials coincide at the reference. There $\tilde u_i$ and $u_i$ solve the same equation at the same energy and both decay, so $\tilde u_i^2=\gamma_iu_i^2$ for $r>R$ with a constant $\gamma_i$. Norm conservation is the condition $\gamma_i=1$. Both orbitals being normalised, it is equivalent to equal charge inside $R$.

Define $\Delta_i=\tilde u_i^2-u_i^2$ and let $K_H=1/r_>$. Adding and subtracting $\langle\tilde u_i^2|K_H|u_j^2\rangle$ and using the symmetry of $K_H$,

$$\langle\tilde u_i^2|K_H|\tilde u_j^2\rangle-\langle u_i^2|K_H|u_j^2\rangle=\langle\tilde u_i^2|K_H|\Delta_j\rangle+\langle u_j^2|K_H|\Delta_i\rangle .$$

With $\gamma_j=1$, $\Delta_j$ vanishes for $r>R$ and has zero integral. Its potential at $r>R$ is then $(1/r)\int_0^R\Delta_j\,dr'=0$. Each term on the right is therefore an integral over $r<R$ only, weighted by the orbital charge that lies inside the core. With $\gamma_j\neq1$, $\Delta_j=(\gamma_j-1)u_j^2$ extends over the whole outer orbital and the restriction is lost.

The argument concerns the frozen Hartree part. It confines that part of $D$ to the core region without cancelling it, and the confinement is a weak constraint for an orbital that has much of its charge inside $R$. It does not control the $f_{xc}$ term where the PS and AE values of $n_{\rm tot}$ differ, and it does not control the relaxation part, in which the AE $\chi_0$ contains core shells that the PS $\chi_0$ lacks.

## 9. Zinc: construction and reference

The example is Zn, $Z=30$, in LDA with Slater exchange and VWN5 correlation, solved in 65 B-splines out to 40 bohr. The program and its output follow the text. The solver is tested against hydrogenic levels, the Hartree energy of a hydrogenic $1s$ density and the virial theorem. All errors quoted are PS minus AE within this functional and basis, and none is an error relative to experiment. The last printed digit depends on the basis: in a converged radial basis the $3d$-removal error moves from $5.8666$ to $5.8668$ mHa, the error for removing both electrons from $3.2334$ to $3.2336$ mHa, $D_{dd}$ from $8.794$ to $8.795$ mHa and the $l=2$ constant $d$ from $24.7503$ to $24.7504$ Ha, so errors and hardness mismatches are good to about $0.001$ mHa.

The valence and reference configuration is $3d^{10}4s^2$, with occupation vector $f=(f_s,f_d)$. The AE energy is $-1776.57385$ Ha, and $\varepsilon_{4s}=-0.222725$ Ha, $\varepsilon_{3d}=-0.398944$ Ha. The screened potentials are

$$V_l^{\rm scr}=V_{\rm AE}\,(1-g)+(c+d\,x^2)\,g,\qquad g=e^{-x^4},\quad x=r/r_c,$$

where $V_{\rm AE}$ is the self-consistent AE potential at the reference. The function $g$ never vanishes exactly, so $R$ of Section 8 is a radius at which it has become negligible. The constants $c$ and $d$ are chosen so that the eigenvalue is matched and $\gamma=1$. For $l=0$, $r_c=1.3$ bohr, $c=3.5670$ Ha and $d=-2.2846$ Ha. For $l=2$, $r_c=0.8$ bohr, $c=-30.3608$ Ha and $d=24.7503$ Ha. This potential, unscreened with $\rho_c=0$, is called NC. Its self-consistent cycle is started away from the solution, and the program tests that it returns the AE eigenvalues. It does so in all six printed decimals, at $E_{\rm PS}=-60.98400$ Ha.

The hardness matrices from Section 7 are, in Ha:

| | $ss$ | $sd$ | $dd$ |
|---|---|---|---|
| AE frozen | 0.31587 | 0.43375 | 1.02470 |
| NC frozen | 0.31475 | 0.42378 | 0.96749 |
| AE full | 0.27050 | 0.31974 | 0.52576 |
| NC full | 0.27054 | 0.31804 | 0.53455 |

The full matrices are tested against finite differences of self-consistent eigenvalues. The mismatch is $D_{ss}=0.043$, $D_{sd}=-1.698$ and $D_{dd}=8.794$ mHa.

These values are remainders of larger opposing pieces. For $dd$ the frozen parts differ by $0.96749-1.02470=-57.2$ mHa. The relaxation parts are $0.52576-1.02470=-0.49894$ Ha for AE and $0.53455-0.96749=-0.43294$ Ha for NC, a difference of $+66.0$ mHa, and $-57.2+66.0=8.8$ mHa. For $ss$ the frozen difference is $-1.12$ mHa and the relaxation difference is $-0.04421+0.04537=+1.16$ mHa. For this pseudopotential the frozen-orbital mismatch has the opposite sign to the full one on both diagonal elements, and the very small $D_{ss}$ is a cancellation that Section 8 does not guarantee. The absent core terms in $\chi_0$ are not the main cause of the weaker PS relaxation: deleting the terms with $i$ in the core from the AE $\chi_0$, which is the same as freezing the core orbitals (a value not printed in the output below), changes its $dd$ relaxation only from $-0.499$ to about $-0.493$ Ha, some $6$ of the $66$ mHa, and the rest comes from the differences in the valence orbitals, their response and the kernel.

## 10. Zinc: the error along the paths

Consider first the removal of a $3d$ electron, $\Delta f=(0,-1)$, ending at $3d^94s^2$. The signs can be traced on the AE energy itself. The expansion $\Delta E=\Delta f\cdot\varepsilon+\tfrac12\Delta f^T\eta\,\Delta f+\dots$ gives $+0.398944+\tfrac12(0.52576)=0.66182$ Ha, against the full value $0.687415$ Ha (18.706 eV), the rest being higher order. The PS value is $0.693281$ Ha, so from total energies

$$\delta(1)=0.693281-0.687415=5.866\text{ mHa},$$

printed with more digits as $5.8666$ mHa, or $159.6$ meV. This is $0.85\%$ of the AE removal energy.

The integrand is $G=-\delta\varepsilon_{3d}$, evaluated from separate self-consistent AE and PS runs at seven Gauss–Legendre nodes:

| $\lambda$ | weight | $G$ (mHa) | product |
|---|---|---|---|
| 0.0254 | 0.0647 | 0.2267 | 0.0147 |
| 0.1292 | 0.1399 | 1.2119 | 0.1695 |
| 0.2971 | 0.1909 | 3.0109 | 0.5748 |
| 0.5000 | 0.2090 | 5.5188 | 1.1534 |
| 0.7029 | 0.1909 | 8.3728 | 1.5984 |
| 0.8708 | 0.1399 | 10.9740 | 1.5353 |
| 0.9746 | 0.0647 | 12.6812 | 0.8205 |

The products sum to $5.8666$ mHa, the total-energy value, and the program tests this agreement on every path it integrates. A positive $G$ means that the PS $3d$ level lies below the AE one as the shell empties, which agrees with $D_{dd}>0$: the harder pseudo-level falls faster. Over the same path the AE $1s$ level moves by $-0.6469$ Ha, about a hundred times $\delta(1)$, and has no place in the integral.

The slope and curvature at the reference are extracted from total energies at small $\lambda$. For a quotient $q(\lambda)=q_0+q_1\lambda+q_2\lambda^2+q_3\lambda^3$, the combination $[8q(h)-6q(2h)+q(4h)]/3$ has weight $(8-6+1)/3=1$ on $q_0$, weight $(8-12+4)h/3=0$ on $q_1$, weight $(8-24+16)h^2/3=0$ on $q_2$ and weight $(8-48+64)h^3/3=8h^3$ on $q_3$. With $h=0.025$ and $q=\delta/\lambda$ the slope comes out as $0.0000$ mHa. With $q=[\delta-\lambda G(0)]/\lambda^2$, where $G(0)$ is taken from the eigenvalues and is zero here to within convergence, the quadratic coefficient is $4.397$ mHa, equal to $\tfrac12D_{dd}=\tfrac12(8.794)$. Both are tests, and so is Janak's theorem itself, obtained with $q=\Delta E/\lambda$ for AE and NC.

The quadratic term supplies $4.397/5.867=75\%$ of the error for a whole electron. The midpoint estimate is $5.519$ mHa, low by $0.348$ mHa ($5.9\%$ of $\delta(1)$). The end-point estimate is $\tfrac12(13.110)=6.555$ mHa, high by $0.688$ mHa ($11.7\%$). The ratio of the misses is $-1.98$, close to $-2$, the value Section 6 gives for the $a_3$ terms (misses $-\tfrac14a_3$ and $+\tfrac12a_3$) and equally for the $a_4$ terms ($-\tfrac12a_4$ and $+a_4$), so the ratio does not single out $a_3$, and Simpson's combination gives $(2\times5.519+6.555)/3=5.864$ mHa. The printed exponent $\log_2[\delta(2h)/\delta(h)]=2.012$ probes $a_3$ separately. Expanding, the exponent is $2+\log_2[(1+2ha_3/a_2)/(1+ha_3/a_2)]\approx2+ha_3/(a_2\ln2)$. Attributing all higher-order error to $a_3$ gives $a_3/a_2=(5.867-4.397)/4.397=0.33$, and $0.025\times0.33/0.693=0.012$.

For removal of a $4s$ electron, $\Delta f=(-1,0)$, the AE energy is $0.365974$ Ha (9.959 eV) and the error is $0.036$ mHa ($1.0$ meV, $0.01\%$ of the AE value), with quadratic term $\tfrac12D_{ss}=0.022$ mHa. For removal of both, $\Delta f=(-1,-1)$, ending at $3d^94s^1$, the quadratic form is

$$\tfrac12(D_{ss}+2D_{sd}+D_{dd})=\tfrac12(0.043-3.396+8.794)=2.72\text{ mHa},$$

and the full error is $3.233$ mHa ($88.0$ meV, $0.22\%$ of $1.443885$ Ha). The error for removing two electrons is smaller than for removing the $3d$ electron alone, and at quadratic order the reason is the negative $D_{sd}$. Integrating along the bent path through $3d^{10}4s^1$ gives $0.0359+3.1975=3.2334$ mHa, the same as the straight path, which is the test of path independence.

The transition $3d^{10}4s^1\to3d^94s^2$ in Zn$^+$ avoids the reference. Routing through it, the error is $5.8666-0.0359=5.831$ mHa, which is $1.8\%$ of the AE energy $0.321441$ Ha. With $a=(-1,0)$ and $b=(0,-1)$ the quadratic estimate is $\tfrac12(8.794-0.043)=4.376$ mHa. On the straight path $b-a=(1,-1)$, and the leading-order initial integrand is $(b-a)^TDa=-D_{ss}+D_{sd}=-1.741$ mHa. The computed value is $-2.342$ mHa, and the program tests that it is nonzero. The integrand starts negative while its integral is positive, so it changes sign along the path.

## 11. Zinc: changing one condition at a time

Three variants separate the conditions of Sections 5 and 8. For each one the slope and the quadratic coefficient from total energies are tested against $\Delta f\cdot\delta\varepsilon(f^0)$ and $\tfrac12\Delta f^TD\Delta f$. As in Section 10, the linear term $\lambda G(0)$ is subtracted before the quadratic coefficient is extracted.

The first variant breaks norm conservation in the $s$ channel, with $\gamma=0.95$, $c=-0.0157$ Ha and $d=1.9746$ Ha, and keeps the eigenvalue matched. The slope remains zero on both single-electron paths, as Section 5 requires. $D_{ss}$ rises from $0.043$ to $3.250$ mHa, an increase in magnitude that is tested, and the error for $4s$ removal grows from $0.036$ to $2.698$ mHa. The output also shows $D_{dd}$ moving from $8.794$ to $-9.338$ mHa although the $d$ channel was not touched. At the reference $V_2^{\rm scr}$, $\tilde u_{3d}$ and the $d$ terms of $\chi_0$ are the same as for NC, so by Section 7 the change of $-18.13$ mHa must come from the $s$ terms of $\chi_0$ and from $f_{xc}$ at the altered density. The share of each was not computed. The error for $3d$ removal becomes $-6.198$ mHa, against $+5.867$ mHa for NC. On that path the violation reverses the sign and barely changes the magnitude.

The second variant is norm-conserving and adds the unsmoothed AE core density as $\rho_c$. The slope is again zero. The screened potentials, the orbitals, $\chi_0$ and $K_H$ at the reference are identical to those of NC, so only $f_{xc}$ differs. The diagonal mismatches grow, to $D_{ss}=0.204$ and $D_{dd}=10.387$ mHa, and the errors become $0.206$ and $7.092$ mHa. For this potential and these spin-unpolarised paths the core correction makes the agreement worse, by a factor of almost six for $4s$ removal ($0.036$ to $0.206$ mHa) and by $21\%$ for $3d$ removal ($5.867$ to $7.092$ mHa). There is no contradiction in this, since $D$ is a remainder of opposing pieces and improving one of them need not reduce the sum; whether the $f_{xc}$ piece itself is brought closer to its AE value was not computed.

The third variant violates (d) by adding $0.2\,g$ Ha to the ionic $s$ potential after unscreening. Its energy changes are measured from its own self-consistent solution at $f^0$, where $\delta\varepsilon_{4s}=+4.983$ mHa and $\delta\varepsilon_{3d}=-10.111$ mHa. The slopes from total energies are $(-1)(4.983)=-4.983$ mHa for $4s$ removal and $(-1)(-10.111)=+10.111$ mHa for $3d$ removal. The printed exponent is $1.02$, consistent with $1+ha_2/(a_1\ln2)=1+0.025\times(5.314/10.111)/0.693=1.019$ on the $d$ path, where $a_1$ is the slope. The full errors are $-7.475$ and $16.954$ mHa, and the linear and quadratic terms give $-4.983-2.388=-7.371$ and $10.111+5.314=15.425$ mHa. The $3d$ level moved twice as far as the $4s$ level and in the opposite direction. Its ionic potential is unchanged, so the shift is entirely due to the changed screening. That it arises because the repulsive term pushes $4s$ charge outward and lowers the Hartree potential in the $3d$ region is a conjecture consistent with the sign. A fault in one channel can thus produce a first-order error in transitions that involve only another channel, because the eigenvalues that enter $G(0)$ are the self-consistent ones.

## Calculated quantities

```
Zn Z=30, LDA(VWN5), 65 B-splines, Rmax=40 bohr, 1 Ha=27.2114 eV
E_AE(ref) = -1776.57385 Ha, virial residual = -4.5e-10 Ha
eps_AE(ref) 4s, 3d = -0.222725 -0.398944 Ha
eps_PS(ref) 4s, 3d = -0.222725 -0.398944 Ha; E_PS(ref) = -60.98400 Ha
channel s: rc=1.3 bohr, c=3.5670 Ha, d=-2.2846 Ha, tail norm ratio=1.00000
channel d: rc=0.8 bohr, c=-30.3608 Ha, d=24.7503 Ha, tail norm ratio=1.00000
channel s nonNC: rc=1.3 bohr, c=-0.0157 Ha, d=1.9746 Ha, tail norm ratio=0.95000
eta AE frozen ss sd dd = 0.31587 0.43375 1.02470 Ha
eta AE full   ss sd dd = 0.27050 0.31974 0.52576 Ha
eta NC frozen ss sd dd = 0.31475 0.42378 0.96749 Ha
eta NC full   ss sd dd = 0.27054 0.31804 0.53455 Ha
eta(NC)-eta(AE) ss sd dd = 0.043 -1.698 8.794 mHa
eta(NC+core)-eta(AE) ss sd dd = 0.204 -1.672 10.387 mHa
eta(nonNC-s)-eta(AE) ss sd dd = 3.250 1.795 -9.338 mHa
eta(detuned-s)-eta(AE) ss sd dd = -4.775 -6.196 10.627 mHa
[d10s1] dE_AE=0.365974 dE_PS=0.366010 Ha; dE_AE=9.959 eV
[d10s1] err energies=0.0359 integral=0.0359 mHa = 1.0 meV
[d10s1] slope=-0.0000 mHa, exponent=2.027, quad energies=0.022 hardness=0.022 mHa
[d10s1] midpoint est=0.033, df.deps(1)=0.083, half=0.041 mHa
[d9s2] dE_AE=0.687415 dE_PS=0.693281 Ha; dE_AE=18.706 eV
[d9s2] err energies=5.8666 integral=5.8666 mHa = 159.6 meV
[d9s2] slope=0.0000 mHa, exponent=2.012, quad energies=4.397 hardness=4.397 mHa
[d9s2] midpoint est=5.519, df.deps(1)=13.110, half=6.555 mHa
[d9s1] dE_AE=1.443885 dE_PS=1.447119 Ha; dE_AE=39.290 eV
[d9s1] err energies=3.2334 integral=3.2334 mHa = 88.0 meV
[d9s1] slope=0.0001 mHa, exponent=2.003, quad energies=2.721 hardness=2.721 mHa
[d9s1] midpoint est=3.029, df.deps(1)=7.287, half=3.644 mHa
integrand df.deps (mHa): lam weight d10s1 d9s2 d9s1
  0.0254 0.0647 0.0011 0.2267 0.1388
  0.1292 0.1399 0.0064 1.2119 0.7151
  0.2971 0.1909 0.0171 3.0109 1.7013
  0.5000 0.2090 0.0331 5.5188 3.0286
  0.7029 0.1909 0.0519 8.3728 4.5580
  0.8708 0.1399 0.0690 10.9740 6.0178
  0.9746 0.0647 0.0800 12.6812 7.0261
L path to d9s1: leg1=0.0359 leg2=3.1975 sum=3.2334 mHa
Zn+ d10s1->d9s2: dE_AE=0.321441 Ha, err=5.831 mHa
  initial integrand=-2.342 mHa, quadratic est=4.376 mHa
AE 1s level shift ref->d9s2 = -0.6469 Ha
detuning strength = 0.2 Ha, smallest lam = 0.025
NC+core: deps(ref) 4s, 3d = -0.0000 -0.0000 mHa
 d10s1: slope=0.0000 quad=0.102 (eta 0.102) err(1)=0.206 mHa, exp=2.03
 d9s2: slope=0.0000 quad=5.193 (eta 5.193) err(1)=7.092 mHa, exp=2.01
nonNC-s: deps(ref) 4s, 3d = 0.0000 0.0000 mHa
 d10s1: slope=0.0000 quad=1.625 (eta 1.625) err(1)=2.698 mHa, exp=2.02
 d9s2: slope=-0.0000 quad=-4.669 (eta -4.669) err(1)=-6.198 mHa, exp=2.01
detuned-s: deps(ref) 4s, 3d = 4.9830 -10.1106 mHa
 d10s1: slope=-4.9830 quad=-2.388 (eta -2.388) err(1)=-7.475 mHa, exp=1.02
 d9s2: slope=10.1106 quad=5.314 (eta 5.314) err(1)=16.954 mHa, exp=1.02
```
